# One collision per flight: uniform impact-area sampling in amorphous targets

## Definitions and the statement

An ion of mass $m_1$ and kinetic energy $E$ moves through a target with $N$ atoms per unit volume. The target is homogeneous: the average density of atoms is $N$ at every point. Between collisions the ion travels in a straight line. The impact parameter $p$ of an atom is its perpendicular distance from that line. Define

$$L=N^{-1/3},\qquad p_{\max}=\frac{1}{\sqrt{\pi N^{2/3}}}. \tag{1}$$

The length $L$ is the edge of a cube that holds one atom on average. It is called the mean atomic spacing here, but it need not equal the nearest-neighbour distance, which depends on how the atoms are arranged.

A simulation of sputtering in the binary-collision picture moves the ion by $L$, lets it collide with one atom, and repeats. The impact point is drawn uniformly over a disc of radius $p_{\max}$ centred on the track. The question is which properties of the target this rule reproduces.

The answer concerns averages. For a track placed without regard to the atomic positions, the rule gives the correct mean number of atoms met within $p_{\max}$ per flight, namely one. It also gives the correct mean of every quantity that is a sum over these collisions, such as the energy lost to them, as long as $E$ may be held fixed during the flight. It does not give the correct distribution of the number of collisions: in a random target some flights meet no atom and others meet several.

## The radius of the disc

Consider a tube of length $l$ and radius $P$ around the track, placed without regard to the atoms. Let $f(p)$ be the contribution of a collision at impact parameter $p$, and let $F$ be the sum of $f$ over all atoms in the tube. The mean number of atoms in a volume element $d^3r$ is $N\,d^3r$, and the mean of a sum is the sum of the means. With $d^3r=2\pi p\,dp\,dz$,

$$\langle F\rangle=N\int_0^l dz\int_0^P 2\pi p\,f(p)\,dp
=Nl\int_0^P2\pi p\,f(p)\,dp. \tag{2}$$

Only the average density has entered. Correlations between atomic positions, which distinguish a solid from an ideal gas of atoms, do not change this mean. Setting $f=1$ gives the mean count

$$\langle n\rangle=N\pi P^2l. \tag{3}$$

A rule with one collision per flight needs $\langle n\rangle=1$, hence

$$P=\frac{1}{\sqrt{\pi Nl}}. \tag{4}$$

For $l=L=N^{-1/3}$ we have $Nl=N^{2/3}$, and (4) becomes the radius in (1). Also $p_{\max}/L=1/\sqrt\pi=0.5642$ at any density. The choice $l=L$ is a convention: any other flight length serves equally well for (3), provided the radius follows (4). A flight of $L/4$ goes with a disc of radius $2p_{\max}$.

## The distribution of the impact parameter

Within the disc, equal areas are equally likely. The probability that the impact parameter is below $p$ is therefore a ratio of areas,

$$\Pr(\text{impact parameter}<p)=\frac{\pi p^2}{\pi p_{\max}^2}=\frac{p^2}{p_{\max}^2}. \tag{5}$$

Setting this equal to a random number $U$, uniform between 0 and 1, and solving for $p$ gives the sampling rule

$$p=p_{\max}\sqrt U. \tag{6}$$

The derivative of (5) is the probability density $2p/p_{\max}^2$. The mean of $f$ in one sampled collision is thus

$$\overline f=\int_0^{p_{\max}}\frac{2p}{p_{\max}^2}f(p)\,dp. \tag{7}$$

To compare with the target, put $l=L$ and $P=p_{\max}$ in (2). Since $N\pi p_{\max}^2L=1$, the prefactor obeys $2\pi NL=2/p_{\max}^2$, and

$$\langle F\rangle=\int_0^{p_{\max}}\frac{2p}{p_{\max}^2}f(p)\,dp=\overline f. \tag{8}$$

This is the result. For $f=T$, the energy transferred to the struck atom, division by $L$ gives the mean nuclear energy loss per length, without collisions beyond $p_{\max}$:

$$\frac{\overline T}{L}=N\int_0^{p_{\max}}2\pi p\,T(p)\,dp. \tag{9}$$

If $p$ were drawn as $p_{\max}U$, its density would be $1/p_{\max}$. Relative to the correct density this carries the factor $p_{\max}/(2p)$, which exceeds one for $p<p_{\max}/2$ and grows without limit towards head-on collisions, where the energy transfer is largest.

## Altered layers and the surface

Bombardment changes the composition and density of a target. Suppose that species $i$ has atomic fraction $c_i$ and that species are placed independently of position. Each species then has density $c_iN$, where $N$ is the total density. Adding the contributions (2) gives

$$\overline T=\sum_i c_i\overline T_i, \tag{10}$$

where $\overline T_i$ is (7) evaluated for species $i$. The simulation achieves this by choosing the struck species with probability $c_i$.

The density in (1) must be the local one. If it changes to $N'$ while the old $L$ and $p_{\max}$ are kept, the true mean count per flight is $N'/N$, but the rule still forces one collision. The truncated energy loss is then wrong by the factor $N/N'$. The density must also vary little over a distance $L$, or the tube cannot be treated as homogeneous.

At the surface there is a further point. On a straight track that enters the target perpendicular to a flat surface, the mean collision rate within $p_{\max}$ is $1/L$ from the start. Placing the first collision at distance $L$ leaves the first interval empty. If instead the first flight is uniform between 0 and $L$ and later flights equal $L$, exactly one collision falls in each interval of length $L$, at a uniformly distributed position, and the mean rate is $1/L$ everywhere. The first collision then lies on average $L/2$ closer to the surface. At oblique incidence, part of the disc lies outside the target near the entry point. The mean rate at entry is then only $1/(2L)$, and the ion passes some atoms before it crosses the surface. Neither choice of first flight describes this, which matters most at grazing incidence.

## What happens to the fluctuations

Take first a target without correlations: $M$ atoms placed independently and uniformly in a volume $M/N$. The tube has volume $1/N$, so each atom lies in it with probability $1/M$. One atom contributes a mean $\overline f/M$ and a mean square $\overline{f^2}/M$. Variances of independent contributions add:

$$\operatorname{Var}F=M\left(\frac{\overline{f^2}}{M}-\frac{\overline f^{\,2}}{M^2}\right)
=\overline{f^2}-\frac{\overline f^{\,2}}{M}\;\longrightarrow\;\overline{f^2} \tag{11}$$

for $M\to\infty$. The number $n$ of atoms in the tube is binomial, and in the same limit it becomes Poisson distributed with mean one:

$$\Pr(n=k)=\binom Mk\frac{1}{M^k}\left(1-\frac1M\right)^{M-k}\longrightarrow\frac{e^{-1}}{k!}. \tag{12}$$

A fraction $e^{-1}=0.368$ of the tubes is empty, and $1-2e^{-1}=0.264$ contain two or more atoms. The rule with one collision per flight has instead

$$\operatorname{Var}F_{\rm rule}=\overline{f^2}-\overline f^{\,2}. \tag{13}$$

It lacks the term $\overline f^{\,2}$, which comes from the fluctuating number of collisions.

The missing term can be restored by drawing flight lengths from an exponential distribution of mean $L$. The number $K$ of collisions on a path $s$ is then Poisson distributed, with mean and variance both $s/L$. For a given $K$ the sum has mean $K\overline f$ and variance $K(\overline{f^2}-\overline f^{\,2})$. The total variance is the mean of the second plus the variance of the first:

$$\frac sL\left(\overline{f^2}-\overline f^{\,2}\right)+\frac sL\overline f^{\,2}=\frac sL\,\overline{f^2}, \tag{14}$$

which is (11) per flight.

A solid is not an uncorrelated target, however. Let $g$ be the pair correlation function, so that the mean number of pairs in two volume elements is $N^2g\,d^3r\,d^3r'$. The mean of $F^2$ contains the terms with one atom taken twice, $\overline{f^2}$, and the terms with two different atoms. Subtracting $\overline f^{\,2}=N^2\iint ff'\,d^3r\,d^3r'$ leaves

$$\operatorname{Var}F=\overline{f^2}+N^2\iint f f'\,(g-1)\,d^3r\,d^3r', \tag{15}$$

with both integrals over the tube. For $g=1$ this is (11). If two atoms could never share a tube, $g$ would vanish for all pairs in it, and (15) would reduce to (13). The rule thus corresponds to complete exclusion within the tube, and exponential flights correspond to none.

Correlation also matters after a hard collision. The deflected ion starts its new track near an atom, so the tube is no longer placed without regard to the atoms. The density around the struck atom is $Ng(r)$, and for a track that starts on it the mean count becomes

$$\langle n\rangle_{\rm hit}=N\int_{\rm tube}g(r)\,d^3r. \tag{16}$$

This equals one for $g=1$, but in general not for a solid.

## The energy transfer

For numbers we need $T(p)$. Let the struck atom have mass $m_2$ and be at rest, and let $v$ be the ion's speed. The centre of mass moves with speed $V_c=m_1v/(m_1+m_2)$. In its frame the target atom arrives with speed $V_c$, and an elastic collision turns its velocity through an angle $\theta$ without changing its speed. The change of velocity has magnitude $2V_c\sin(\theta/2)$. As the atom was at rest in the laboratory, this is its final laboratory speed, so

$$T=\frac{m_2}{2}\,4V_c^2\sin^2\frac\theta2
=\frac{4m_1m_2}{(m_1+m_2)^2}\,E\sin^2\frac\theta2. \tag{17}$$

The relative motion has energy $E_c=\mu v^2/2=Em_2/(m_1+m_2)$, with $\mu=m_1m_2/(m_1+m_2)$. Conservation of angular momentum gives $\dot\varphi=vp/r^2$ for the polar angle. Inserting this in energy conservation, $E_c=\mu\dot r^2/2+\mu r^2\dot\varphi^2/2+V(r)$, gives $\dot r=\pm v\sqrt{1-V/E_c-p^2/r^2}$. The polar angle swept on the way in equals that on the way out, and without deflection their sum would be $\pi$. Hence

$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}}, \tag{18}$$

where $r_0$ is the distance of closest approach, at which the root vanishes.

For $V$ we take the universal screened potential

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}}, \tag{19}$$

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x},$$

with Bohr radius $a_0$ and atomic numbers $Z_1,Z_2$. This is an average description of atom pairs, not a potential computed for a particular pair. For gallium on silicon at 5 keV and $p=0.02$, 0.06 and 0.15 nm, (17) and (18) agree with direct integration of the equations of motion of both atoms to a relative error below $10^{-10}$.

## Gallium in an altered silicon layer

Polishing with a focused gallium beam leaves an amorphous silicon layer that contains implanted gallium. As rough typical values take $N=50\ \mathrm{nm^{-3}}$, a gallium atomic fraction of 0.20 and $E=5$ keV. Equation (1) gives

$$L=50^{-1/3}\ \mathrm{nm}=0.2714\ \mathrm{nm},\qquad p_{\max}=0.5642\,L=0.1531\ \mathrm{nm}.$$

The disc averages are 203.2 eV for silicon and 260.4 eV for gallium. By (10) and (9),

$$\overline T=0.80\times203.2+0.20\times260.4\approx215\ \mathrm{eV},\qquad
\frac{\overline T}{L}\approx791\ \mathrm{eV/nm}.$$

Drawing $p$ uniformly in radius would give 817 eV per flight, 3.8 times the correct mean.

Equation (8) was tested on explicit atoms, with the same $T(p)$ and $E$ held fixed. In each of two kinds of target, 40 000 tubes were laid in random directions. The first target was random. The second was a simple cubic lattice of spacing $L$, placed at random relative to the tube, with Gaussian displacements of standard deviation $0.1L$ along each axis. The lattice is a stand-in for a correlated solid, not a model of amorphous silicon.

| Per flight | Random | Lattice | Rule |
|---|---:|---:|---:|
| Mean count | 0.998 | 0.996 | 1 |
| Count variance | 0.997 | 0.392 | 0 |
| Empty tubes | 0.370 | 0.194 | 0 |
| Mean loss (eV) | 220 ± 3 | 218 ± 3 | 215 |

The uncertainties are standard errors. Both mean losses agree with the rule within two of them, although the counts are distributed quite differently. The count variance of the lattice lies between the random target and the rule, as (15) allows when exclusion is partial.

The standard deviation of the energy loss per flight is 633 eV from (11) and 595 eV from (13). The squares differ by $\overline T^{\,2}$, as they must. The rule therefore understates the spread of a random target by about 6 per cent. The difference is small because most of the spread comes from rare close collisions, not from the number of collisions: $\overline{T^2}$ is almost nine times $\overline T^{\,2}$. The sampled spreads are 642 eV for the random target and 603 eV for the lattice. The first misses its known value by 9 eV, so the lattice value should not be read more finely than that.

For tubes that start on a lattice atom, with that atom left out of the count, the mean is 0.42 in the first length $L$ and 0.96 in the second. The second tube does not make up the deficit of the first. After a large deflection the rule thus places more collisions in the first interval than this correlated target contains. For amorphous silicon the size of the effect would follow from (16) with its own $g(r)$.

## Collisions beyond the disc

The rule discards collisions with $p>p_{\max}$. At high energy these are weak, and their energy dependence follows from the impulse approximation. The ion passes on a nearly straight line, with coordinate $x$ along it, while the atom hardly moves during the encounter. The atom then receives the transverse momentum

$$\Delta=\frac1v\left|\frac{d}{dp}\int_{-\infty}^{\infty}V\!\left(\sqrt{p^2+x^2}\right)dx\right|,\qquad T\approx\frac{\Delta^2}{2m_2}\propto\frac1E. \tag{20}$$

For gallium on silicon at 50 keV, the discarded part of the stopping integral computed from (18) is 0.997 times the value from (20). As the energy falls, the discarded collisions make up a growing share of the stopping. In the altered layer, with the full integral carried to $6p_{\max}$, the results are as follows.

| Gallium energy (eV) | Stopping missed (%) | $T$ to Si at $p_{\max}$ (eV) |
|---:|---:|---:|
| 5000 | 0.08 | 0.6 |
| 500 | 1.5 | 4.2 |
| 50 | 15 | 6.8 |

The growth of $T$ at the edge is slower than the $1/E$ of (20), and it cannot continue, because (17) bounds $T$ by a fixed fraction of $E$: the transfer at $p_{\max}$ peaks at about 7.3 eV near 90 eV and has already begun to fall at 50 eV. Equation (20) fails because the relative path of the two atoms is no longer straight. The main reason is that the light silicon atom recoils away during the collision; the heavy ion itself is deflected by only about $3^\circ$ at 500 eV. For gallium on silicon the mass factor in (17) is 0.819, so at 50 eV the scattering angle in the centre-of-mass frame follows from

$$\sin^2\frac\theta2=\frac{6.8}{0.819\times50}\approx0.17,\qquad\theta\approx48^\circ.$$

At 5 keV the same calculation gives $\theta\approx1.4^\circ$. A collision at the edge of the disc is negligible for the fast ion but not for the slow one.

This matters for sputter emission, because atoms at the surface are held by binding energies of a few electronvolts, and whether a slow atom escapes depends on energy transfers of that size. The table is for gallium ions, however, and its percentages do not carry over to slow silicon atoms. A shorter flight with the larger disc of (4) recovers part of the missed stopping. It does not cure the underlying difficulty: at such energies an ion can interact appreciably with several atoms at once, and independent binary collisions become doubtful. The 15 per cent is therefore a warning, not a correction factor.

## Reading the result for a real process

For the 5 keV ion, truncation is the smallest of the neglected effects sized here. Electronic energy loss is much larger. The Lindhard–Scharff estimate for each species,

$$S_e=8\pi\,\frac{e^2a_0}{4\pi\varepsilon_0}\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0}, \tag{21}$$

with $v_0$ the Bohr velocity, weighted by composition and multiplied by $N$, gives 71 eV/nm. This is 9 per cent of the nuclear loss and has to be added separately. The mean energy drop in one flight is $215/5000=4.3$ per cent, so holding $E$ fixed is reasonable on average, though a single close collision can take a large part of the energy. A real altered layer also has a composition that varies with depth, and $N$ and $c_i$ must then be taken locally.

The sputtering yield is not a sum of independent contributions at fixed energy. It depends on the order of collisions, on their fluctuations, and on whether an atom crosses the surface barrier. Equation (8) therefore guarantees the mean collision rate and the truncated mean energy loss on tracks placed without regard to the atoms, but not the yield itself. On tracks that start at a struck atom of a correlated target, even these means can differ, as (16) shows. The computed values are collected in the numerical output below.

## Numbers as computed

```
atomic density N = 50.0 nm^-3
gallium atomic fraction = 0.20
gallium ion energy = 5000 eV
masses Ga, Si = 69.723, 28.0855 u
flight length L = 0.2714 nm
disc radius p_max = 0.1531 nm
p_max/L = 0.5642
screening length Ga-Si = 0.01160 nm
T formula vs motion, largest rel. error = 5.7e-11
full Ga-Si stopping integral = 14.99 eV nm^2
same from universal fit = 14.99 eV nm^2
tail, integral/impulse at 50 keV = 0.9968
mean T on Si = 203.2 eV
mean T on Ga = 260.4 eV
mean T in layer, per step = 214.7 eV
truncated nuclear stopping = 790.9 eV/nm
mean loss, explicit random target = 220.0 eV
  its standard error = 3.2 eV
mean loss, shaken lattice = 217.7 eV
  its standard error = 3.0 eV
mean T, radius-uniform sampling = 816.6 eV
  ratio to correct mean = 3.80
mean count, random target = 0.998
mean count, shaken lattice = 0.996
count variance, random target = 0.997
count variance, shaken lattice = 0.392
empty tubes, random target = 0.370
empty tubes, shaken lattice = 0.194
tubes with two or more, random = 0.265
loss spread per step, Poisson formula = 632.7 eV
loss spread per step, explicit random = 641.7 eV
loss spread per step, one collision = 595.2 eV
loss spread per step, shaken lattice = 602.6 eV
after a hit, lattice: first tube count = 0.422
after a hit, lattice: second tube count = 0.964
5000 eV: stopping missed beyond p_max = 0.08 %
5000 eV: T to Si at p_max = 0.608 eV
500 eV: stopping missed beyond p_max = 1.51 %
500 eV: T to Si at p_max = 4.150 eV
50 eV: stopping missed beyond p_max = 15.21 %
50 eV: T to Si at p_max = 6.828 eV
electronic stopping estimate = 71.1 eV/nm
  relative to nuclear = 9.0 %
mean energy drop in one step = 4.3 %
```
